\section*{Why arsenic deactivation can inject silicon interstitials}

\section{The missing atom}

\textbf{Q.} I activate arsenic in silicon with a laser, well above the concentration that stays active in a furnace. On a later anneal the layer loses carriers, and dopants beneath it diffuse as if extra silicon interstitials had arrived. Nothing was implanted in that anneal. Where could the interstitials come from?

\textbf{A.} From lattice sites inside the arsenic clusters. Suppose that the arsenic deactivates by gathering around a vacant site. Before the cluster formed, that site held an atom. If no free vacancy was brought in, the atom had to go somewhere, and inside the crystal it can go into an interstitial position.

Let As$_s$ and Si$_s$ be atoms on lattice sites, $I$ a silicon self-interstitial, $V$ a free vacancy, and As$_m$V$_n$ a cluster of $m$ arsenic atoms and $n$ vacant sites. Suppose that one cluster forms from $q$ atoms As$_s$ and $p$ atoms Si$_s$, and that $r$ interstitials appear:
\begin{equation}
q\,\mathrm{As}_s+p\,\mathrm{Si}_s\longrightarrow \mathrm{As}_m\mathrm{V}_n+r\,I .
\end{equation}
Three things are conserved. An interstitial is an atom without a site, and the cluster occupies $m+n$ sites, so
\begin{align}
\text{arsenic atoms:}\quad & q=m,\\
\text{silicon atoms:}\quad & p=r,\\
\text{lattice sites:}\quad & q+p=m+n .
\end{align}
Putting $q=m$ into the last line gives $p=n$, and the second line then gives $r=n$:
\begin{equation}
m\,\mathrm{As}_s+n\,\mathrm{Si}_s\longrightarrow \mathrm{As}_m\mathrm{V}_n+n\,I .
\label{eq:eject}
\end{equation}
For As$_4$V, four arsenic atoms are deactivated and one silicon atom is ejected.

\textbf{Q.} Which of the three balances does the work?

\textbf{A.} The site balance. Without it, $p=r$ could take any value, including zero: the vacant site would appear at no cost. Inside a perfect crystal a site cannot be created or destroyed. It can be at a surface or at the edge of a dislocation loop, where atoms join or leave the lattice. Equation~\eqref{eq:eject} therefore holds for a region without such places and without a supply of free vacancies.

\textbf{Q.} Could the ejected atom be arsenic instead?

\textbf{A.} It could be at first. If one of $m+1$ arsenic atoms leaves its site and later displaces a silicon atom, the two steps are
\begin{align}
(m+1)\,\mathrm{As}_s&\longrightarrow \mathrm{As}_m\mathrm{V}+\mathrm{As}_I,\\
\mathrm{As}_I+\mathrm{Si}_s&\longrightarrow \mathrm{As}_s+I .
\end{align}
Adding them and cancelling As$_I$ and one As$_s$ gives \eqref{eq:eject} with $n=1$. Arsenic that remained interstitial would need its own entry in the count; I assume that none does.

\section{Supplying the vacancy by another route}

\textbf{Q.} I would have said that arsenic captures a vacancy that is already there. Then nothing is ejected.

\textbf{A.} That is right for a vacancy already present. Once those are used up, more must be made. In the bulk they are made in pairs with interstitials:
\begin{align}
n\,\mathrm{Si}_s&\longrightarrow n\,I+n\,V,\\
m\,\mathrm{As}_s+n\,V&\longrightarrow\mathrm{As}_m\mathrm{V}_n .
\end{align}
Here $V$ denotes a vacant site, so capture moves sites into the cluster without changing their number. The sum is again \eqref{eq:eject}. Ejection need not be a single atomic event.

The same statement can be made locally. Let $C_I$, $C_V$ and $C_{\rm cl}$ be the concentrations of free interstitials, free vacancies and clusters, and $\mathbf J_I$, $\mathbf J_V$ the defect fluxes. Let $g$ be the net rate of pair generation, $c$ the net rate of cluster formation by capture, and $e$ that by direct ejection. The clusters do not move, so
\begin{align}
\partial_t C_I&=-\nabla\!\cdot\mathbf J_I+g+ne,\\
\partial_t C_V&=-\nabla\!\cdot\mathbf J_V+g-nc,\\
\partial_t C_{\rm cl}&=c+e .
\end{align}
Subtract the second line and $n$ times the third from the first. The reaction terms are $g+ne-g+nc-nc-ne=0$, which leaves
\begin{equation}
\partial_t\left(C_I-C_V-nC_{\rm cl}\right)
=-\nabla\!\cdot(\mathbf J_I-\mathbf J_V).
\label{eq:local}
\end{equation}
With no flux through the boundary, the volume integral of the bracket is constant. The vacant sites in new clusters are then matched by an excess of free interstitials, by a deficit of free vacancies, or by both. The deficit cannot exceed the number of free vacancies present at the start.

\textbf{Q.} Can you show the second route producing interstitials, with no ejection step put in by hand?

\textbf{A.} Take a small model for As$_4$V, in round units. Let $i$ and $v$ be the free-defect concentrations divided by their equilibrium values, taken equal for both defects. Let $a$ and $c_{\rm cl}$ be the substitutional arsenic and cluster concentrations in the same unit. Pairs form at the net rate $10(1-iv)$ and clusters at the net rate $100(a/100)^4v-c_{\rm cl}$. Start a closed, uniform region with $i=v=1$, $a=200$ and no clusters.

In the final state both rates vanish, so $v=1/i$ and $c_{\rm cl}\,i=100(a/100)^4$. Arsenic conservation gives $a=200-4c_{\rm cl}$. By \eqref{eq:local}, $i-v-c_{\rm cl}$ keeps its initial value of zero, so $c_{\rm cl}=i-1/i$. Together,
\begin{equation}
\left(i-\frac1i\right)i
=100\left[\frac{200-4(i-1/i)}{100}\right]^4 .
\end{equation}
A numerical root search gives $i=17.25$. The interstitials are seventeen times above equilibrium, although the reactions contain only pair generation and vacancy capture. The size belongs to these parameters, not to silicon.

\section{What sets the direction}

\textbf{Q.} Conservation would also allow the reverse reaction. Why does supersaturated arsenic go this way?

\textbf{A.} Conservation fixes how many atoms are ejected; free energy fixes whether they are. Consider first neutral atoms that occupy sites independently. Give each arsenic atom the statistical weight $z$ and each silicon atom the weight 1. A site of the perfect crystal contributes $1+z$, and its probability of holding arsenic is
\begin{equation}
x=\frac{z}{1+z},\qquad 1-x=\frac1{1+z}.
\end{equation}
Now empty one site and put its silicon atom in a distant hole. Let this cost $E_f$, reduced by $b$ for each arsenic neighbour of the vacancy. The central site contributes 1 instead of $1+z$, hence a factor $1-x$. Of its four neighbours, $m$ are arsenic with probability $\binom4m x^m(1-x)^{4-m}$. All other sites contribute as before and cancel. The expected number of separated pairs, per site and per hole, is therefore
\begin{equation}
P_m=(1-x)\binom4m x^m(1-x)^{4-m}
e^{-(E_f-mb)/k_BT}.
\label{eq:pair}
\end{equation}
The first factor is the chance that the central site holds a silicon atom to eject. For dilute arsenic $P_m\propto x^m$: doubling the concentration favours As$_4$V plus an interstitial by $2^4=16$. Supersaturation can thus pay for an interstitial that would be too costly at the equilibrium concentration.

\textbf{Q.} My arsenic is ionized, and the carriers disappear with it. Does that alter the drive?

\textbf{A.} It strengthens it. For a neutral cluster and a neutral interstitial the reaction is
\begin{equation}
m\,\mathrm{As}^++m\,e^-+\mathrm{Si}_s\longrightarrow
\mathrm{As}_m\mathrm{V}+I .
\end{equation}
Let $\eta$ be the electron Fermi level above the conduction-band edge in units of $k_BT$, and $S$ the neutral-interstitial concentration divided by its equilibrium value. Let $C$ be the active arsenic concentration. In the ideal-solution model with a rigid band, the parts of the chemical potentials that vary are $k_BT\ln C$ per arsenic ion, $k_BT\eta$ per electron and $k_BT\ln S$ per interstitial.

Choose as reference an active concentration $C_{\rm ref}$, with Fermi level $\eta_{\rm ref}$, that is in balance with the clusters at $S=1$. Compare it with a concentration $C$ at the same cluster content, so that the cluster's chemical potential cancels. The silicon factor $1-x$ hardly changes and is dropped. Balance at $C$ then requires
\begin{equation}
m\left[\ln\frac{C}{C_{\rm ref}}+\eta-\eta_{\rm ref}\right]
=\ln S_{\rm bal},
\end{equation}
or
\begin{equation}
S_{\rm bal}=\left[\frac{C}{C_{\rm ref}}
e^{\eta-\eta_{\rm ref}}\right]^m .
\label{eq:sbal}
\end{equation}
For $S<S_{\rm bal}$ clusters form and eject silicon; for $S>S_{\rm bal}$ they dissolve. At $C=C_{\rm ref}$ the balance returns to $S=1$. If electrons were non-degenerate, $e^\eta$ would be proportional to $C$, and $S_{\rm bal}$ would be $(C/C_{\rm ref})^{2m}$.

The interstitials therefore oppose the reaction that makes them. Unless they leave or are stored elsewhere, deactivation by this route stalls.

\section{Injection and its reverse}

\textbf{Q.} Ejection in the layer is not yet injection into the substrate. What happens when a surface is nearby?

\textbf{A.} Interstitials diffuse both ways. Extend the small model to a row of 20 cells of unit width, with arsenic in the first eight. Both free defects have unit diffusivity and are held at equilibrium at the surface, and the far end is closed. I integrated the rate equations numerically to time 100.

The clusters formed amount to 226 units. At the end, 52 units remain as free interstitials minus free vacancies. The other 174 are the net loss through the surface, in which an incoming vacancy counts like an outgoing interstitial. The sum is the one required by \eqref{eq:local}. In the deepest cell, twelve cells beyond the arsenic, $S$ reaches 3.9 at its peak. The surface takes 77\% of the ledger, yet the substrate still receives interstitials.

Two changes to the arsenic reaction show what matters. If the clusters contain no vacancy, so that capture neither uses nor depends on $v$, $S$ stays at 1. If the layer instead starts with $a=50$ and $c_{\rm cl}=20$, the clusters dissolve and release vacancies, and the deepest cell falls to $S=0.82$. Loss of active arsenic is thus not sufficient for injection: vacancy-containing clusters must form faster than free vacancies are supplied, whether from outside or from an excess trapped in the layer.

\section{Numbers for a laser-annealed layer}

\textbf{Q.} How large is the effect for a layer like mine?

\textbf{A.} Take a box of thickness $d=100$~nm, annealed at $750\,^\circ$C for 15~s. Let the active concentration fall from $4\times10^{20}$ to $2\times10^{20}$~cm$^{-3}$, with all the lost arsenic in As$_4$V. These endpoints are assumed, not predicted. The deactivated dose is
\begin{equation}
d\,\Delta C=(10^{-5}\,\mathrm{cm})(2\times10^{20}\,\mathrm{cm^{-3}})
=2\times10^{15}\,\mathrm{cm^{-2}},
\end{equation}
and one interstitial per four arsenic atoms gives
\begin{equation}
\Phi_I=\frac{d\,\Delta C}{4}=5\times10^{14}\,\mathrm{cm^{-2}} .
\end{equation}
That is one silicon atom per thousand lattice sites of the layer, for roughly $5\times10^{22}$ sites per cm$^3$. At the same deactivated dose, As$_3$V would give $6.7\times10^{14}$ and As$_2$V $1.0\times10^{15}$~cm$^{-2}$. If a fraction $f$ of the lost arsenic is in As$_4$V and the rest is in vacancy-free clusters, the result is multiplied by $f$.

\textbf{Q.} And how strongly can such a layer push?

\textbf{A.} Use \eqref{eq:sbal}, taking the final concentration as $C_{\rm ref}$. At 1023~K, $k_BT=0.0882$~eV. A parabolic band with a rough all-valley density-of-states mass $m_{\rm d}=1.18\,m_e$ has
\begin{equation}
N_c=2\left(\frac{2\pi m_{\rm d} k_BT}{h^2}\right)^{3/2}
=2.03\times10^{20}\,\mathrm{cm^{-3}} .
\end{equation}
Setting the electron density $n$ equal to $C$, I solved
\begin{equation}
\frac n{N_c}=\frac2{\sqrt\pi}\int_0^\infty
\frac{\sqrt\epsilon\,d\epsilon}{1+e^{\epsilon-\eta}}
\end{equation}
by quadrature and root search. The result is $\eta=1.360$ at the start and $0.331$ at the end. Hence
\begin{equation}
S_{\rm bal}=\left[2e^{1.360-0.331}\right]^4\approx 1\times10^3 .
\end{equation}
Boltzmann electrons would give $2^8=256$; degeneracy raises the Fermi level faster with concentration. The neglected silicon factor changes the result by 0.4\%. Band-gap narrowing matters more. If it lowers the electron chemical potential at the start by a rough 0.02~eV relative to the end, $S_{\rm bal}$ is multiplied by $e^{-4(0.02)/0.0882}=0.40$. A density of states that rises faster with energy than the parabolic one would lower it further, because the Fermi level would then rise less.

This value belongs to the initial active concentration with the final cluster content. Early in the anneal there are fewer clusters, so the balance value at a given $C$ is higher; as $C$ falls, it drops. It is a scale for the drive, not a prediction of the measured supersaturation.

\textbf{Q.} Could free vacancies fill the clusters after all, and spoil the count?

\textbf{A.} A stock near equilibrium cannot fill them all. Take a rough $10^{10}$~cm$^{-3}$ for intrinsic silicon at the anneal temperature; this concentration is poorly known, and estimates range from about $10^7$ to about $10^{13}$~cm$^{-3}$. In the doped layer, negative vacancies are more numerous. With a rough intrinsic density $n_i=10^{18}$~cm$^{-3}$, the electron activity relative to intrinsic material is
\begin{equation}
A=\frac{N_ce^\eta}{n_i}\approx 790
\end{equation}
at the initial concentration. Treating the whole intrinsic population as doubly negative multiplies it by $A^2$. The layer then holds $6\times10^{10}$~cm$^{-2}$, about one ten-thousandth of the need. An intrinsic value of $2\times10^{13}$~cm$^{-3}$, at the high end of the estimates, would cover about a quarter of it under the same assumption. Fast cooling after the laser pulse can trap more vacancies than this. To fill every cluster, they would have to number $5\times10^{19}$~cm$^{-3}$, one per thousand lattice sites; a smaller trapped stock lowers the ejected dose by at most its own number per unit area.

Supply from the surface is less easily dismissed. Let $D_V$ be the vacancy diffusivity and $C_V^*$ the equilibrium concentration, with a rough product $D_VC_V^*=10^2$~cm$^{-1}$s$^{-1}$. If vacancies are consumed at the mean depth $\ell=50$~nm, the largest steady flux is $D_VC_V^*/\ell$, and supplying all clusters takes
\begin{equation}
t_V=\frac{\Phi_I\ell}{D_VC_V^*}
=\frac{(5\times10^{14})(5\times10^{-6})}{10^2}\,\mathrm{s}
=2.5\times10^7\,\mathrm{s}
\end{equation}
for neutral vacancies. Under the generous doubly negative assumption, division by $A^2$ leaves 40~s. Clusters near the surface fill first, over a shorter path, so the filled depth grows as the square root of time and reaches the whole layer at 40~s. In 15~s the surface could then supply up to $\sqrt{15/40}$, or 61\%, of the vacancies, and the ejected dose would fall to about $2\times10^{14}$~cm$^{-2}$. This is an upper bound, because it holds $A$ at its initial value. The vacancies must cross the filled zone, where the active concentration has already fallen and $A$ is only about 280. With that value the layer fills in about 310~s, and the surface supplies about 22\% in 15~s. For anneals of several minutes or longer, the estimate no longer excludes a surface supply for all the clusters.

Mobile arsenic--vacancy pairs also carry vacancies. A rough arsenic diffusivity of $10^{-16}$~cm$^2$/s, with $C=4\times10^{20}$~cm$^{-3}$ over the same distance, gives $1.2\times10^{11}$~cm$^{-2}$ in 15~s, or 0.02\% of the need.

\textbf{Q.} Do the ejected interstitials have time to get out?

\textbf{A.} Perhaps not as free defects. For neutral interstitials, let $D_IC_I^*$ also be roughly $10^2$~cm$^{-1}$s$^{-1}$. With $S$ held at $S_{\rm bal}$ at depth $\ell$ and at 1 at the surface, the drainage time is
\begin{equation}
t_I=\frac{\Phi_I\ell}{D_IC_I^*(S_{\rm bal}-1)}
\approx 2.6\times10^4\,\mathrm{s},
\end{equation}
about seven hours. If the whole intrinsic transport were by singly negative interstitials, the factor $A$ would shorten this to 32~s. Both times exceed the anneal. But they hold the drive fixed, whereas it is stronger early on and vanishes as $C$ approaches $C_{\rm ref}$, so the last part of the drainage takes much longer than these times suggest. They also leave out flow into the substrate, a second way out. They are therefore scales, not predictions. The charge matters too: if the whole intrinsic transport were by doubly negative interstitials, a second factor $A$ would bring the fixed-drive time down to 0.04~s. If the interstitials are neutral or singly negative, and the surface supplies few vacancies, deactivation in 15~s suggests that many interstitials are stored in extended defects such as dislocation loops. If they are doubly negative, most could drain in that time and the estimate calls for no large store, though the slow last part may leave some behind.

\section{Back to the wafer}

\textbf{Q.} What may I conclude from my own experiment?

\textbf{A.} Laser-annealed layers do reach active concentrations of a few $10^{20}$~cm$^{-3}$ and lose part of that activation near $750\,^\circ$C, so the example lies in the real regime. Its box profile and single cluster type are simplifications. A real layer can contain several cluster types: half the lost arsenic in vacancy-free clusters would halve $\Phi_I$ to $2.5\times10^{14}$~cm$^{-2}$, whereas As$_2$V alone would double it. The transport products are less certain than the site count, and the defect charges are unknown: going from neutral to singly negative interstitials alone changes the estimated drainage time by a factor of nearly 800.

Diffusion beneath the layer that is faster than at equilibrium for the same doping tells you that $S>1$ there, if the dopant moves mainly with interstitials, as boron does. It does not measure $\Phi_I$, because the surface and loops take a share. Nor does it identify clustering as the source if implantation damage remains. A comparison at fixed initial damage and thermal budget, with and without deactivation, would bear more directly on the mechanism. If you also know the deactivated dose, the site balance gives the ejected dose for each assumed cluster composition, provided that the supply of vacancies, trapped in the layer or from outside, is small.

Numbers in the example were calculated in double precision.
